**Six-band test of the split-off edge mass**

The program tests the result $m_{so}=m_0/\gamma_1$, where $m_{so}$ is the split-off hole mass at the band edge, $m_0$ the free-electron mass and $\gamma_1,\gamma_2,\gamma_3$ the Luttinger parameters. It diagonalizes the six-band matrix and asserts this result along four directions for three parameter sets, together with the equality of $\gamma_1$ and the mean inverse mass of the upper bands. It also asserts the zone-centre states, the agreement of the upper bands with the $J=3/2$ Hamiltonian, and the quartic correction to the split-off energy. A separate 14-band model tests the effect of the larger distance from the split-off edge to the remote bands, and a finite-difference calculation tests the subband edge of a 5 nm channel. For rough silicon parameters the output gives an edge mass of $0.2326\,m_0$ in all four directions. At one thermal energy below the split-off edge at 300 K, the energy mass ranges from $0.226\,m_0$ along [001] to $0.164\,m_0$ along [111]. The [110] and [123] directions share the same quartic coefficient, and their thermal masses differ slightly through higher terms.

## Numerical verification

```python
# Result under test: in the six-band valence model with constant parameters,
# the split-off band edge has the isotropic hole mass m0/gamma1.
# Symbols: a = hbar^2/(2 m0) in meV nm^2; g1, g2, g3 = Luttinger parameters;
# delta = spin-orbit splitting in meV; k = wavevector in 1/nm.
# Electron energies are in meV from the valence top; masses are in units of m0.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18
gammas = (4.3, 0.34, 1.45)     # rough silicon values
delta = 44.0                   # meV, rough silicon value
remote_gap = 3400.0            # meV, rough direct gap to remote states
gap_drop = 100.0               # meV, rough thermal reduction of that gap
temperature = 300.0            # K
width = 5.0                    # nm, hard-wall channel
kT = const.k * temperature / const.e * 1e3

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
epsilon = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[i, j, l] = 1
    epsilon[i, l, j] = -1
orbital_L = -1j * epsilon
L_dot_sigma = sum(np.kron(orbital_L[n], pauli[n]) for n in range(3))
spin_orbit = delta / 3 * (L_dot_sigma - np.eye(6))


def orbital_matrix(k, g):
    k = np.asarray(k, float)
    h = -6 * a * g[2] * np.outer(k, k)
    k2 = k @ k
    np.fill_diagonal(h, -a * (g[0] * k2 + 2 * g[1] * (3 * k**2 - k2)))
    return h


def six_bands(k, g=gammas):
    h = np.kron(orbital_matrix(k, g), np.eye(2)) + spin_orbit
    return np.linalg.eigvalsh(h)


def apparent(bands, direction, k):
    """Inverse hole masses at finite k: split-off, and mean of upper four."""
    e = bands(k * direction)
    return np.array([-e[:2].mean() - delta, -e[2:6].mean()]) / (a * k**2)


def edge(bands, direction, k=0.003):
    """Limit k -> 0, with the leading k^2 error removed."""
    return (4 * apparent(bands, direction, k)
            - apparent(bands, direction, 2 * k)) / 3


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


directions = {"[001]": unit([0, 0, 1]), "[110]": unit([1, 1, 0]),
              "[111]": unit([1, 1, 1]), "[123]": unit([1, 2, 3])}

# Zone-centre levels and the explicit split-off states.
assert np.allclose(six_bands([0, 0, 0]), [-delta] * 2 + [0] * 4, atol=1e-10)
split_states = np.vstack(list(pauli)) / np.sqrt(3)
assert np.allclose(L_dot_sigma @ split_states, -2 * split_states)
assert np.allclose(split_states.conj().T @ split_states, np.eye(2))

# The gammas have their usual meaning: compare with the J = 3/2 Hamiltonian.
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(15 / 4 - m[1:] * (m[1:] + 1)), 1)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
for n in directions.values():
    luttinger = (gammas[0] + 2.5 * gammas[1]) * np.eye(4, dtype=complex)
    for i in range(3):
        luttinger -= 2 * gammas[1] * n[i]**2 * (J[i] @ J[i])
        for j in range(i):
            luttinger -= (2 * gammas[2] * n[i] * n[j]
                          * (J[i] @ J[j] + J[j] @ J[i]))
    k = 0.003
    upper = np.sort(-six_bands(k * n)[2:] / (a * k**2))
    # tolerance covers the finite-k coupling to the split-off band
    assert np.allclose(upper, np.linalg.eigvalsh(luttinger), atol=1e-3)

# Edge mass from diagonalization, also for other parameter sets.
for g in (gammas, (7.0, 2.0, 3.0), (5.0, -0.5, 1.0)):
    for n in directions.values():
        found = edge(lambda q: six_bands(q, g), n)
        assert np.allclose(found, g[0], atol=1e-5)


# Quartic term: coefficient of k^2 in the apparent inverse mass.
def quartic(n):
    s = (n[0] * n[1])**2 + (n[1] * n[2])**2 + (n[2] * n[0])**2
    g2, g3 = gammas[1:]
    return 8 * a / delta * (g2**2 + 3 * (g3**2 - g2**2) * s)


for n in directions.values():
    k = 0.005
    slope = (apparent(six_bands, n, 2 * k)[0]
             - apparent(six_bands, n, k)[0]) / (3 * k**2)
    # tolerance covers the next power of k
    assert abs(slope / quartic(n) - 1) < 5e-3

# Fourteen-band model: remote s-like and p-like states without spin-orbit.
p_s = np.sqrt(a * remote_gap * (1 + gammas[0] + 4 * gammas[1]))
p_p = np.sqrt(a * remote_gap * (1 + gammas[0] - 2 * gammas[1]))


def fourteen_bands(k, gap):
    h = np.zeros((7, 7), complex)
    h[:3, 3] = 1j * p_s * k
    h[:3, 4:] = 1j * p_p * np.einsum("ijl,l->ij", abs(epsilon), k)
    h = h + h.conj().T + a * (k @ k) * np.eye(7)
    h[3:, 3:] += gap * np.eye(4)
    full = np.kron(h, np.eye(2))
    full[:6, :6] += spin_orbit
    return np.linalg.eigvalsh(full)


def shifted_inverse_mass(distance):
    return (gammas[0] + 1) * remote_gap / distance - 1


for drop in (0.0, gap_drop):
    gap = remote_gap - drop
    expected = [shifted_inverse_mass(gap + delta), shifted_inverse_mass(gap)]
    for n in directions.values():
        found = edge(lambda q: fourteen_bands(q, gap), n)
        assert np.allclose(found, expected, atol=1e-4)

# Hard-wall channel along [001], zero in-plane wavevector.
k_well = np.pi / width
well_energy = -six_bands([0, 0, k_well])[0] - delta
points = 150
step = width / (points + 1)
kz_squared = (2 * np.eye(points) - np.eye(points, k=1)
              - np.eye(points, k=-1)) / step**2
per_kz2 = np.kron(orbital_matrix([0, 0, 1], gammas), np.eye(2))
well_levels = np.linalg.eigvalsh(np.kron(kz_squared, per_kz2)
                                 + np.kron(np.eye(points), spin_orbit))
# tolerance covers the finite-difference error of kz^2
assert np.min(abs(well_levels + delta + well_energy)) < 0.01

print(f"hbar^2/(2 m0) = {a:.3f} meV nm^2")
print("gamma1, gamma2, gamma3 =", *gammas)
print(f"spin-orbit splitting = {delta:.1f} meV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.2f} meV")
print(f"1/gamma1 = {1 / gammas[0]:.4f} m0")
for name, n in directions.items():
    print(f"{name} six-band edge mass = "
          f"{1 / edge(six_bands, n)[0]:.4f} m0")
for name, n in directions.items():
    k10 = np.sqrt(0.1 * gammas[0] / quartic(n))
    deviation = apparent(six_bands, n, k10)[0] / gammas[0] - 1
    assert abs(deviation - 0.1) < 0.02
    k_th = brentq(lambda k: -six_bands(k * n)[0] - delta - kT, 1e-3, 2)
    print(f"{name} quartic coefficient of inverse mass = "
          f"{quartic(n):.3f} nm^2")
    print(f"{name} k where quartic term is 10% = {k10:.3f} 1/nm")
    print(f"{name} parabolic energy there = "
          f"{a * gammas[0] * k10**2:.2f} meV")
    print(f"{name} six-band deviation there = {100 * deviation:.1f} %")
    print(f"{name} k at kT below split-off edge = {k_th:.3f} 1/nm")
    print(f"{name} energy mass there = {a * k_th**2 / kT:.4f} m0")
print(f"remote gap = {remote_gap / 1e3:.2f} eV")
mass_remote = 1 / shifted_inverse_mass(remote_gap + delta)
print(f"edge mass with shifted denominators = {mass_remote:.4f} m0")
print(f"change from 1/gamma1 = {100 * (mass_remote * gammas[0] - 1):.2f} %")
mass_warm = 1 / shifted_inverse_mass(remote_gap - gap_drop + delta)
print(f"thermal drop of remote gap = {gap_drop / 1e3:.2f} eV")
print(f"edge mass with this drop too = {mass_warm:.4f} m0")
print(f"change due to the drop = {100 * (mass_warm / mass_remote - 1):.2f} %")
print(f"channel width = {width:.1f} nm, pi/width = {k_well:.4f} 1/nm")
print(f"parabolic split-off confinement energy = "
      f"{a * gammas[0] * k_well**2:.2f} meV")
print(f"six-band split-off confinement energy = {well_energy:.2f} meV")
print(f"Boltzmann factor exp(-delta/kT) = {np.exp(-delta / kT):.3f}")
print("all good")
```

Running it gives:

```
hbar^2/(2 m0) = 38.100 meV nm^2
gamma1, gamma2, gamma3 = 4.3 0.34 1.45
spin-orbit splitting = 44.0 meV
temperature = 300 K, kT = 25.85 meV
1/gamma1 = 0.2326 m0
[001] six-band edge mass = 0.2326 m0
[110] six-band edge mass = 0.2326 m0
[111] six-band edge mass = 0.2326 m0
[123] six-band edge mass = 0.2326 m0
[001] quartic coefficient of inverse mass = 0.801 nm^2
[001] k where quartic term is 10% = 0.733 1/nm
[001] parabolic energy there = 87.97 meV
[001] six-band deviation there = 11.1 %
[001] k at kT below split-off edge = 0.391 1/nm
[001] energy mass there = 0.2256 m0
[110] quartic coefficient of inverse mass = 11.124 nm^2
[110] k where quartic term is 10% = 0.197 1/nm
[110] parabolic energy there = 6.33 meV
[110] six-band deviation there = 10.2 %
[110] k at kT below split-off edge = 0.347 1/nm
[110] energy mass there = 0.1770 m0
[111] quartic coefficient of inverse mass = 14.565 nm^2
[111] k where quartic term is 10% = 0.172 1/nm
[111] parabolic energy there = 4.84 meV
[111] six-band deviation there = 10.7 %
[111] k at kT below split-off edge = 0.333 1/nm
[111] energy mass there = 0.1637 m0
[123] quartic coefficient of inverse mass = 11.124 nm^2
[123] k where quartic term is 10% = 0.197 1/nm
[123] parabolic energy there = 6.33 meV
[123] six-band deviation there = 10.5 %
[123] k at kT below split-off edge = 0.344 1/nm
[123] energy mass there = 0.1749 m0
remote gap = 3.40 eV
edge mass with shifted denominators = 0.2363 m0
change from 1/gamma1 = 1.60 %
thermal drop of remote gap = 0.10 eV
edge mass with this drop too = 0.2279 m0
change due to the drop = -3.57 %
channel width = 5.0 nm, pi/width = 0.6283 1/nm
parabolic split-off confinement energy = 64.68 meV
six-band split-off confinement energy = 70.03 meV
Boltzmann factor exp(-delta/kT) = 0.182
all good
```
